# Unfolding weights for nonorthogonal orbitals and the role of overlap

## Two cells, one orbital each

Take a chain of identical atoms with spacing $a$ and one real, normalised orbital per atom. Let neighbouring orbitals overlap by $\sigma$, with $0<\sigma<1/2$, and neglect overlaps of more distant ones. Describe the chain with a supercell of two atoms, at supercell wave vector $K=0$. The basis functions $|1\rangle$ and $|2\rangle$ are the sums of all orbitals on odd and on even atoms. Inner products are taken over one supercell.

An odd atom has an even neighbour on each side, one of them in an adjacent supercell image. Hence

$$S=\begin{pmatrix}1&2\sigma\\2\sigma&1\end{pmatrix}.$$

The two atoms are equivalent, so the eigenstates have coefficients $C_\pm=c_\pm(1,\pm1)$. Normalisation requires $C_\pm^\dagger SC_\pm=c_\pm^2(2\pm4\sigma)=1$, so $c_\pm^2=1/[2(1\pm2\sigma)]$.

The plus state repeats with period $a$ and therefore has primitive wave vector $k=0$ with probability one. The minus state changes sign from atom to atom and has $k=\pi/a$ with probability one. If the coefficients are projected as though the orbitals were orthogonal, the weight of the plus state at $k=0$ becomes

$$W^0_+(0)=\tfrac12|C_1+C_2|^2=2c_+^2=\frac1{1+2\sigma}.$$

Similarly, the minus state gets $1/(1-2\sigma)$ at $k=\pi/a$. For $\sigma=1/4$ these "probabilities" are $2/3$ and $2$.

The cure is to project the function and not the list of coefficients. A translation by $a$ exchanges $|1\rangle$ and $|2\rangle$. The overlaps of the basis with the translated basis are therefore

$$S^a=\begin{pmatrix}2\sigma&1\\1&2\sigma\end{pmatrix},\qquad S+S^a=(1+2\sigma)\begin{pmatrix}1&1\\1&1\end{pmatrix}.$$

The part of a state that repeats with period $a$ is half the sum of the state and its translate, so its weight is $\frac12C^\dagger(S+S^a)C$. For the plus state this equals $\frac12(1+2\sigma)\,4c_+^2=1$, and for the minus state it is zero. The overlap matrix with the translated orbitals has supplied the missing factor $1+2\sigma$.

## The projector on a primitive wave vector

Let a supercell contain $N$ primitive cells. Vectors are written without arrows. $L$ denotes supercell translations, $t$ denotes $N$ primitive translations, one from each class modulo $L$, and $g$ denotes primitive reciprocal vectors. The primitive wave vectors that fold onto $K$ are $k=K+G$, where $G$ runs over $N$ supercell reciprocal vectors, no two of which differ by a $g$.

Define $T_t\psi(r)=\psi(r-t)$. A Bloch function obeys $\psi(r+L)=e^{iK\cdot L}\psi(r)$, so $T_L\psi=e^{-iK\cdot L}\psi$. With this sign convention the projector is

$$P_k=\frac1N\sum_t e^{ik\cdot t}T_t .$$

It does not depend on which representatives $t$ are chosen. Replacing $t$ by $t+L$ multiplies a term by $e^{ik\cdot L}e^{-iK\cdot L}=e^{iG\cdot L}=1$.

To see what $P_k$ does, apply it to a plane wave $e^{iq\cdot r}$ with $q=K+G'$. Since $T_te^{iq\cdot r}=e^{-iq\cdot t}e^{iq\cdot r}$, the wave is multiplied by

$$f=\frac1N\sum_te^{i(k-q)\cdot t}.$$

If $k-q$ is a primitive reciprocal vector, every term is one and $f=1$. Otherwise some primitive translation $t_0$ has $e^{i(k-q)\cdot t_0}\ne1$. Multiplying $f$ by this phase shifts every $t$ by $t_0$, which merely reorders the classes. Thus $e^{i(k-q)\cdot t_0}f=f$, and $f=0$.

These plane waves form a complete orthogonal set for Bloch functions at $K$. In that set $P_k$ is diagonal with entries zero and one, so $P_k^\dagger=P_k=P_k^2$. For a state normalised over one supercell of volume $\Omega$, with $\psi=\sum_{G'}c_{K+G'}e^{i(K+G')\cdot r}$,

$$W(k)=\langle\psi|P_k|\psi\rangle=\|P_k\psi\|^2=\Omega\sum_g|c_{k+g}|^2\ge0 .$$

This is the probability that the state carries primitive crystal momentum $k$. Nothing has been assumed about the atoms: the primitive lattice is a ruler laid over the supercell, which may be distorted.

## Inserting the atomic orbitals

Let the supercell hold $n$ normalised, linearly independent orbitals $\phi_j$ centred at $\tau_j$. Form

$$|Kj\rangle=\sum_Le^{iK\cdot L}\phi_j(r-\tau_j-L),\qquad \psi=\sum_jC_j|Kj\rangle .$$

The required matrix element is $S^t_{ij}=\langle Ki|T_t|Kj\rangle$, integrated over one supercell:

$$S^t_{ij}=\sum_{L'L}e^{iK\cdot(L-L')}\int_\Omega\phi_i^*(r-\tau_i-L')\,\phi_j(r-\tau_j-L-t)\,dr .$$

Set $L=L'+L''$ and shift the integration variable by $L'$. The integrand then depends on $L''$ alone, while the integration cell moves to $\Omega-L'$. Summing over $L'$ fills all space once. Renaming $L''$ as $L$ gives

$$S^t_{ij}(K)=\sum_Le^{iK\cdot L}\int\phi_i^*(r-\tau_i)\,\phi_j(r-\tau_j-L-t)\,dr .$$

For $t=0$ this is the ordinary supercell overlap $S$, and normalisation reads $C^\dagger SC=1$. The unfolding weight is

$$W(k)=C^\dagger Q_kC,\qquad Q_k=\frac1N\sum_te^{ik\cdot t}S^t .$$

The double sum over $t$ and $L$ can be joined. Because $e^{iK\cdot L}=e^{ik\cdot L}$, and $R=L+t$ runs once over all primitive translations,

$$(Q_k)_{ij}=\frac1N\sum_Re^{ik\cdot R}\int\phi_i^*(r-\tau_i)\,\phi_j(r-\tau_j-R)\,dr .$$

In this form the ingredients are two-centre overlaps, including separations that need not occur between any two atoms of the distorted crystal. No orbital has to be assigned to an ideal site. Vacancies, interstitials and substituted species with different orbitals are covered.

If states are degenerate, their individual weights depend on the chosen combinations. The sum over the degenerate set does not, because a unitary mixing of the coefficient columns leaves the trace of $C^\dagger Q_kC$ over the set unchanged.

## The sum rule

Choose $t=0$ as the representative of its class. Summing over the folded wave vectors gives

$$\sum_ke^{ik\cdot t}=e^{iK\cdot t}\sum_Ge^{iG\cdot t}=N\delta_{t,0}.$$

The sum over $G$ vanishes for $t\ne0$ by the reordering argument used above, now applied to the classes of $G$. Therefore

$$\sum_kQ_k=S,\qquad\sum_kW(k)=C^\dagger SC=1 .$$

The sum rule states that the electron has some primitive momentum. It needs the same overlap in the projection as in the normalisation.

## When one overlap matrix is enough

Suppose that primitive translations carry the orbital set into itself. This happens when an impurity alters the potential but neither the orbital shapes nor their centres. Label an orbital by its cell $r$ and its type $m$. From the definition of the Bloch sums, $|K,r+L,m\rangle=e^{-iK\cdot L}|K,r,m\rangle$.

Apply $P_k$ to $|K,r',m\rangle$. The term that lands on cell $r$ has $t=r-r'+L$ for some $L$. It carries the phase $e^{ik\cdot(r-r'+L)}e^{-iK\cdot L}=e^{ik\cdot(r-r')}$. Thus

$$P_k|K,r',m\rangle=\sum_r|K,r,m\rangle\frac{e^{ik\cdot(r-r')}}N,$$

$$(\Pi_k)_{rm,r'm'}=\delta_{mm'}\frac{e^{ik\cdot(r-r')}}N .$$

Taking inner products with the basis gives $Q_k=S\Pi_k$. Since $Q_k$, $S$ and $\Pi_k$ are Hermitian, $S\Pi_k=(S\Pi_k)^\dagger=\Pi_kS$: the two matrices commute.

Löwdin orthogonalisation then also gives the correct weights. Its coefficients are $S^{1/2}C$, and $S^{1/2}$ commutes with $\Pi_k$ because $S$ does. Hence $C^\dagger S^{1/2}\Pi_kS^{1/2}C=C^\dagger S\Pi_kC$.

## What neglecting overlap does

Keep the coefficients normalised by $C^\dagger SC=1$ but replace the overlap in the projection by the unit matrix. The resulting weight is $W^0(k)=C^\dagger\Pi_kC$. Because $\sum_k\Pi_k=1$,

$$\sum_kW^0(k)=C^\dagger C .$$

Write $C=S^{-1/2}u$, so that $u^\dagger u=1$ and $C^\dagger C=u^\dagger S^{-1}u$. With $s_{\min}$ and $s_{\max}$ the extreme eigenvalues of $S$,

$$\frac1{s_{\max}}\le\sum_kW^0(k)\le\frac1{s_{\min}} .$$

For one orbital per primitive cell the error can be written for each $k$. Let $\sigma(R)$ be the overlap of two orbitals separated by $R$, and let $v_r=e^{ik\cdot r}$. Then

$$(Sv)_r=\sum_{r'L}e^{ik\cdot L}\sigma(r'+L-r)e^{ik\cdot r'}=e^{ik\cdot r}\sum_Re^{ik\cdot R}\sigma(R).$$

The last step puts $R=r'+L-r$. So $v$ is an eigenvector of $S$ with eigenvalue $s(k)=\sum_Re^{ik\cdot R}\sigma(R)$. Since $\Pi_k=vv^\dagger/N$, it follows that $S\Pi_k=s(k)\Pi_k$ and

$$W^0(k)=\frac{W(k)}{s(k)} .$$

Momenta at which neighbouring orbitals add in phase are undercounted if $s(k)>1$. Momenta at which they cancel are overcounted if $s(k)<1$. Dividing $W^0$ by its sum restores the total, but it cannot remove a factor that varies with $k$.

## Why the violation cannot average away

A single state may have $C^\dagger C=1$ by accident, since one can lie between the two bounds. The average over all states and all $K$ does not allow this escape.

Collect the $n$ eigenvectors as columns of a square matrix $X$. Orthonormality is $X^\dagger SX=1$, so $S=(X^\dagger)^{-1}X^{-1}$ and $S^{-1}=XX^\dagger$. Taking the trace gives $\sum_JC_J^\dagger C_J=\mathrm{tr}\,S^{-1}$. With the eigenvalues $s_i$ of $S$, the Cauchy–Schwarz inequality gives

$$n^2=\Big(\sum_i\sqrt{s_i}\,\frac1{\sqrt{s_i}}\Big)^2\le\mathrm{tr}\,S\;\mathrm{tr}\,S^{-1}.$$

Now average over $K$, denoted by a bar. In $S_{jj}(K)$ the term $L=0$ is one and all others average to zero, so $\overline{\mathrm{tr}\,S}=n$. The function $1/x$ is convex, hence

$$\overline{\frac{\mathrm{tr}\,S^{-1}}n}\ge\overline{\frac n{\mathrm{tr}\,S}}\ge\frac{n}{\overline{\mathrm{tr}\,S}}=1 .$$

Equality requires equal eigenvalues at each $K$ and a trace that does not vary with $K$, which means $S=1$ throughout. Any nonzero overlap therefore makes the averaged total weight exceed one, and some states must violate the sum rule.

## A chain with an impurity

The example uses Hartree atomic units and round model parameters. One electron moves in one dimension in Gaussian wells $-V_je^{-\beta(x-x_j)^2}$ with $\beta=0.5$ bohr$^{-2}$ and spacing $a=3$ bohr. The supercell has four cells. Three wells are 1.0 hartree deep, and the impurity well is 1.5 hartree deep. Each site carries a normalised Gaussian $\phi\propto e^{-\alpha x^2}$ with $\alpha=0.25$ bohr$^{-2}$.

Two such Gaussians a distance $d$ apart overlap by $e^{-\alpha d^2/2}$. This follows from $x^2+(x-d)^2=2(x-d/2)^2+d^2/2$. For nearest neighbours the overlap is $e^{-1.125}=0.325$. At $K=0.105$ bohr$^{-1}$ the folded wave vectors and their primitive overlaps are:

| $k$ (bohr$^{-1}$) | 0.105 | 0.628 | 1.152 | 1.676 |
|---|---|---|---|---|
| $s(k)$ | 1.636 | 0.781 | 0.400 | 1.183 |

The lowest state, at $-1.090$ hartree, is concentrated on the impurity. Its coefficients have magnitudes 0.9411, 0.0801, 0.0242 and 0.0801. Without overlap its total weight is

$$0.9411^2+2(0.0801)^2+0.0242^2=0.899 .$$

The missing 0.101 is $C^\dagger(S-1)C$, the contribution to the norm from products of different orbitals, supercell images included. It is an interference term and is negative for states whose total exceeds one. The distribution over $k$ is:

| State 1 | $k_1$ | $k_2$ | $k_3$ | $k_4$ |
|---|---|---|---|---|
| correct $W$ | 0.511 | 0.147 | 0.066 | 0.276 |
| no overlap | 0.312 | 0.189 | 0.165 | 0.233 |
| renormalised | 0.348 | 0.210 | 0.184 | 0.259 |

The first entry without overlap is $0.51109/1.63555=0.31249$, as the ratio formula demands. Renormalising still leaves $k_1$ too small by 0.16 and makes $k_3$ nearly three times its correct value. A total close to one, here 0.90, is thus no sign that the distribution is nearly right.

The highest of the four states is worse. Its correct weight at $k_3$ is 0.910, but neglect of overlap gives $0.9098/0.4004=2.27$, and its total is 2.37. The four totals, 0.90, 0.77, 1.20 and 2.37, lie within the bounds 0.61 and 2.50.

The correct weights were also found without the overlap formula. The four wave functions were evaluated on 256 points across the 12-bohr supercell and Fourier transformed, and the probabilities at $k+g$ were added. The two sets agree to better than four decimals.

## Pristine and weak-overlap limits

With four equal wells and the same $K$, where the four levels are nondegenerate, each supercell state belongs to a single $k$ and has $W=1$ there. (At $K=0$ or the supercell zone edge, degenerate pairs may be mixed across two $k$.) Its weight without overlap is then $1/s(k)$: 0.61, 1.28, 2.50 and 0.85 in the order of the table. A perfect crystal already exposes the error, with no disorder involved.

If the impurity chain is kept but all orbital exponents are raised to 2.0 bohr$^{-2}$, the neighbour overlap falls to $e^{-9}\approx1.2\times10^{-4}$. The largest deviation of a total from one is then $1.0\times10^{-4}$. The violation disappears with the overlap, as it should.

A richer basis can act in the opposite direction. Adding to each primitive cell of the original impurity chain a second Gaussian, with exponent 0.8 bohr$^{-2}$ midway between sites, gives totals without overlap from 0.84 to 11.0. The largest totals belong to the highest of the eight states; the four lowest have 1.18, 0.84, 1.05 and 2.00. The upper bound derived above then implies $s_{\min}\le1/11.0=0.09$: the larger basis is closer to linear dependence. The weights $C^\dagger S\Pi_kC$ of these same states still sum to one.

## Distortion: a correct total is not sufficient

Move the impurity's two neighbours outward by 0.3 bohr and change the impurity orbital's exponent to 0.4 bohr$^{-2}$. Translations no longer permute the orbitals. One may still label each orbital by its ideal cell and use

$$W^{\rm lab}(k)=\mathrm{Re}\,C^\dagger S\Pi_kC=C^\dagger A_kC,\quad A_k=\tfrac12(S\Pi_k+\Pi_kS).$$

These weights sum to $C^\dagger SC=1$, yet they need not be positive. Divide coefficient space into the range of $\Pi_k$ (index 1) and its complement (index 2):

$$A_k=\begin{pmatrix}S_{11}&S_{12}/2\\S_{21}/2&0\end{pmatrix}.$$

If $S$ and $\Pi_k$ do not commute, $S_{12}\ne0$. Choose $y$ with $z=S_{12}y\ne0$ and take the vector $(-\epsilon z,y)$. Its quadratic form is $\epsilon^2z^\dagger S_{11}z-\epsilon z^\dagger z$, which is negative for small positive $\epsilon$. In the example the lowest eigenvalue of the matrices $A_k$ is $-0.012$. None of the four eigenstates actually has a negative labelled weight; the smallest is 0.008.

For the lowest state the three prescriptions give:

| State 1 | $k_1$ | $k_2$ | $k_3$ | $k_4$ |
|---|---|---|---|---|
| translated overlaps | 0.539 | 0.135 | 0.082 | 0.244 |
| labelled | 0.549 | 0.134 | 0.068 | 0.249 |
| Löwdin | 0.544 | 0.136 | 0.067 | 0.253 |

All rows sum to one within rounding. Löwdin weights cannot be negative, being squared lengths $\|\Pi_kS^{1/2}C\|^2$. Nevertheless, at $k_3$ the labelled value is 16% below the correct one and the Löwdin value 18% below. Over all four states the largest absolute errors are 0.015 for each method. Both methods depend on which ideal cell each orbital is assigned to; the matrices $S^t$ need no such assignment and project the actual wave function.

For this distorted chain, the average of $\mathrm{tr}\,S^{-1}/n$ over 16 equally spaced $K$ is 1.28. Averaged over all four bands, neglecting overlap therefore overcounts the total weight by 28%. The excess comes from the upper bands: the band averages, from lowest to highest, are 0.89, 0.69, 1.16 and 2.40, so the two lowest bands are undercounted.

An added orbital makes the labelling problem plain. Put a Gaussian of exponent 0.8 bohr$^{-2}$ and a well 0.5 hartree deep at 4.5 bohr in the otherwise pristine supercell. The orbital has no partners in the other cells, but $Q_k$ needs none. The lowest state has weights 0.590, 0.117, 0.018 and 0.275, which sum to one within rounding.

## A second sum, and the limits of the basis

Summing over states at fixed $k$ is a different operation from summing over $k$. From $XX^\dagger=S^{-1}$,

$$\sum_JW_J(k)=\mathrm{tr}(Q_kS^{-1}).$$

For a translation-invariant orbital set this is $\mathrm{tr}(S\Pi_kS^{-1})=\mathrm{tr}\,\Pi_k$, the number of orbitals per primitive cell. In a distorted cell, translated orbitals leave the span of the basis, and that integer is no longer guaranteed. The distorted chain gives 0.995, 0.998, 1.015 and 0.992. Their total is four, because each of the four states still obeys the sum rule over $k$.

The formula unfolds the computed wave function; it cannot repair a poor one. For the undistorted impurity chain, a plane-wave solution of the same Hamiltonian lowers the first energy from $-1.090$ to $-1.102$ hartree and changes that state's weights by at most 0.004. Neglecting overlap changes its weight at $k_1$ by 0.199. For this state the unfolding error is much the larger of the two.

The spacing of 3 bohr, about 0.16 nm, is comparable to the length of a covalent bond, and neighbour overlaps of a few tenths are plausible for valence orbitals at such distances. The one-dimensional, noninteracting chain does not represent a particular material, so its percentages should not be transferred to one. The projection formula does carry over to three dimensions and to one-electron states of a mean-field calculation, provided that those states are normalised by the ordinary integral of $|\psi|^2$, the inner product used in $S^t$. An inner product that itself depends on the atomic positions is invariant under $T_t$ in a perfect crystal, but in general not in a distorted or substituted one, and $P_k$ need not then be Hermitian.

## Computed values

```
primitive period a = 3.0 bohr; cells N = 4
orbital exponent = 0.25, well exponent = 0.50 bohr^-2
well depth host, impurity = 1.0, 1.5 hartree
supercell K = 0.10472 bohr^-1
folded k (bohr^-1): 0.10472 0.62832 1.15192 1.67552
nearest-neighbour overlap (no unit): 0.32465
primitive Bloch overlap s(k) (no unit): 1.63555 0.78144 0.40040 1.18261
All weights below: no unit, columns in the order of k above
PRISTINE energies (hartree): -0.83426 -0.75476 -0.64413 -0.41193
  k column owning each state (1..4): 1 4 2 3
  sum of no-overlap weights per state: 0.6114 0.8456 1.2797 2.4975
IMPURITY, same orbitals: energies (hartree): -1.08983 -0.80255 -0.70702 -0.48036
  state 1 exact W: 0.5111 0.1473 0.0661 0.2755 sum 1.0000
  state 1 no-overlap: 0.3125 0.1885 0.1651 0.2330 sum 0.8990
  state 2 exact W: 0.4045 0.0062 0.0093 0.5800 sum 1.0000
  state 2 no-overlap: 0.2473 0.0079 0.0232 0.4905 sum 0.7689
  state 3 exact W: 0.0757 0.7958 0.0148 0.1137 sum 1.0000
  state 3 no-overlap: 0.0463 1.0183 0.0370 0.0962 sum 1.1978
  state 4 exact W: 0.0087 0.0507 0.9098 0.0307 sum 1.0000
  state 4 no-overlap: 0.0053 0.0649 2.2722 0.0260 sum 2.3685
  state 1 no-overlap, renormalised: 0.3476 0.2097 0.1836 0.2591
  largest error after renormalising: 0.1635
  bounds 1/s_max, 1/s_min on the sum: 0.6114 2.4975
  no-overlap weights summed over states: 0.6114 1.2797 2.4975 0.8456
  coefficients |C| of state 1 (no unit): 0.9411 0.0801 0.0242 0.0801
DISTORTED: site positions (bohr): 0.0 3.3 6.0 8.7
  orbital exponents (bohr^-2): 0.40 0.25 0.25 0.25
  energies (hartree): -1.04953 -0.86503 -0.71353 -0.46369
  state 1 exact W: 0.5390 0.1352 0.0815 0.2443
  state 2 exact W: 0.4075 0.0877 0.0035 0.5013
  state 3 exact W: 0.0218 0.6944 0.0462 0.2375
  state 4 exact W: 0.0264 0.0809 0.8841 0.0086
  state 1 labelled weights: 0.5489 0.1338 0.0683 0.2490
  state 1 Lowdin weights: 0.5438 0.1365 0.0666 0.2531
  sum of no-overlap weights per state: 0.8848 0.7026 1.1194 2.4434
  largest error labelled, Lowdin: 0.01511 0.01548
  lowest eigenvalue of labelled matrix: -1.220e-02
  smallest labelled weight of a state: 7.637e-03
  exact W summed over states: 0.9947 0.9982 1.0153 0.9918
  K average of tr S/n, tr S^-1/n: 1.0000 1.2827
INTERSTITIAL at (bohr): 4.5 exponent (bohr^-2): 0.80
  state 1 exact W: 0.5902 0.1166 0.0185 0.2747
  sum of no-overlap weights per state: 0.5495 0.8212 1.1690 2.2955 4.0960
TWO ORBITALS PER CELL: no-overlap sums, min and max: 0.8381 11.0282
NARROW orbitals, exponent 2.0 bohr^-2: largest |sum-1| = 1.02e-04
PLANE WAVES, impurity model: energies (hartree): -1.10186 -0.80826 -0.72043 -0.50775
  state 1 W: 0.5072 0.1483 0.0700 0.2744
  largest W change from orbital basis, state 1: 0.0039
```
